# Thermionic Emission over a Schottky Barrier and Its Zero-Bias Contact Resistance: a numerical check

```python
"""Thermionic emission over a Schottky barrier and its zero-bias resistance.

Result under test, for valleys with principal axes along the contact normal x:
    J(V)  = A T^2 exp(-phi/kT) (exp(V/kT) - 1)
    A     = (4 pi q k^2 / h^3) * sum over valleys of sqrt(my mz)
    rho_c = 1/(dJ/dV at V=0) = (kT/q) exp(phi/kT) / (A T^2)
phi: barrier top above the metal Fermi level (eV); V: forward bias (V);
kT in eV inside exponentials; my, mz: in-plane masses; rho_c: ohm m^2.
Example: tungsten on lightly doped n-type (100) silicon, rough typical values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, trapezoid
from scipy.optimize import brentq

q, kB, h, hbar, m0 = sc.e, sc.k, sc.h, sc.hbar, sc.m_e
T = 300.0
kT = kB * T / q
phi_B = 0.67                 # eV
N_D = 1e21                   # m^-3
m_long, m_tran = 0.92, 0.19  # units of the free electron mass
eps_r = 11.7
eps = eps_r * sc.epsilon_0
mobility = 0.14              # m^2/Vs
valleys = ([(m_long, m_tran, m_tran)] * 2 + [(m_tran, m_long, m_tran)] * 2
           + [(m_tran, m_tran, m_long)] * 2)

# ---------- derived formulas ----------
A_free = 4 * np.pi * q * m0 * kB**2 / h**3
mass_sum = sum(np.sqrt(my * mz) for _, my, mz in valleys)
A_star = A_free * mass_sum


def rho_formula(phi, temp):
    thermal = kB * temp / q
    return thermal * np.exp(phi / thermal) / (A_star * temp**2)


N_C = sum(2 * (2 * np.pi * m0 * kB * T / h**2)**1.5 * np.sqrt(a * b * c)
          for a, b, c in valleys)


# ---------- direct integration over wave vectors ----------
def full_line(m):
    edge = 9 * np.sqrt(m)
    return quad(lambda p: np.exp(-p * p / m), -edge, edge)[0]


def one_way_current(temp, gap, hill):
    """Current (A/m^2) of electrons whose normal energy exceeds hill (eV);
    gap is the bulk band edge above the electron Fermi level (eV)."""
    thermal = kB * temp / q
    k_unit = np.sqrt(2 * m0 * kB * temp) / hbar
    u = hill / thermal
    total = 0.0
    for mx, my, mz in valleys:
        normal = quad(lambda p: p / mx * np.exp(u - p * p / mx),
                      np.sqrt(mx * u), np.sqrt(mx * (u + 45)))[0]
        total += normal * full_line(my) * full_line(mz)
    scale = q * 2 / (2 * np.pi)**3 * k_unit**3 * hbar * k_unit / m0
    return scale * total * np.exp(-u - gap / thermal)


k_unit = np.sqrt(2 * m0 * kB * T) / hbar
N_C_direct = 2 / (2 * np.pi)**3 * k_unit**3 * sum(
    full_line(a) * full_line(b) * full_line(c) for a, b, c in valleys)
assert abs(N_C_direct / N_C - 1) < 1e-7

phi_n = kT * np.log(N_C / N_D)
psi = phi_B - phi_n
J0 = A_star * T**2 * np.exp(-phi_B / kT)
J0_direct = one_way_current(T, phi_n, psi)
assert abs(J0_direct / J0 - 1) < 1e-7

# forward current at fixed barrier
V_test = 0.1
J_direct = one_way_current(T, phi_n, psi - V_test) - J0_direct
J_formula = J0 * np.expm1(V_test / kT)
assert abs(J_direct / J_formula - 1) < 1e-7

# selecting electrons by total energy instead of normal energy
u_hill = psi / kT
by_total = quad(lambda v: v**3 * np.exp(u_hill - v * v),
                np.sqrt(u_hill), np.sqrt(u_hill + 45))[0]
by_normal = quad(lambda v: v * np.exp(u_hill - v * v),
                 np.sqrt(u_hill), np.sqrt(u_hill + 45))[0]
total_energy_error = by_total / by_normal
assert abs(total_energy_error / (1 + u_hill) - 1) < 1e-6

# flux counted inside a free-electron metal with a mass of its own: electrons
# must also supply the in-plane energy they will have in the semiconductor
depth, b = 5.0 / kT, phi_B / kT


def metal_flux(M):
    def low(s):
        return np.sqrt(M * (depth + b + s * s / m_tran) - s * s)

    def high(s):
        return low(s) + 20 * M / low(s)

    def integrand(p, s):
        return (2 * np.pi * s * 2 * p / M
                * np.exp(depth + b - (p * p + s * s) / M))
    return dblquad(integrand, 0, 7 * np.sqrt(m_tran), low, high)[0]


metal_ratios = [metal_flux(M) / (np.pi * m_tran) for M in (1.0, 2.0)]
assert all(abs(r - 1) < 1e-5 for r in metal_ratios)


# ---------- zero-bias slope with a barrier that moves with bias ----------
def field(V, N=N_D, drop=psi):
    return np.sqrt(2 * q * N * (drop - V) / eps)


def phi_moving(V):
    return phi_B - np.sqrt(q * field(V) / (4 * np.pi * eps))


def net_current(V):
    top = phi_moving(V)
    return (one_way_current(T, phi_n, top - phi_n - V)
            - one_way_current(T, phi_n, top - phi_n))


dV = 1e-4
rho_slope = 2 * dV / (net_current(dV) - net_current(-dV))
assert abs(rho_slope / rho_formula(phi_moving(0), T) - 1) < 1e-4
reverse_ratio = -net_current(-0.5) / one_way_current(
    T, phi_n, phi_moving(0) - phi_n)
assert reverse_ratio > 1.05   # away from zero bias the motion does matter


# activation energy of the resistance
def log_rho_direct(temp):
    return np.log(kB * temp / q / one_way_current(temp, 0.0, phi_B))


T_lo, T_hi = T - 1, T + 1
activation = ((log_rho_direct(T_lo) - log_rho_direct(T_hi))
              / (q / (kB * T_lo) - q / (kB * T_hi)))
assert abs(activation - (phi_B + kT)) < 1e-4

# ---------- Fermi statistics ----------
b_low = 2.0
fermi_direct = dblquad(lambda t, a: 0.25 / np.cosh((a + t) / 2)**2,
                       b_low, b_low + 40, 0, 40)[0]
assert abs(fermi_direct / np.log1p(np.exp(-b_low)) - 1) < 1e-6
b_one_percent = brentq(
    lambda x: np.log1p(np.exp(-x)) / np.exp(-x) - 0.99, 1, 10)


# ---------- image force and tunnelling ----------
def barrier_profile(N, image):
    drop = phi_B - kT * np.log(N_C / N)
    width = np.sqrt(2 * eps * drop / (q * N))
    x = np.geomspace(1e-12, width, 3000)
    energy = drop * (1 - x / width)**2
    if image:
        energy = energy - q / (16 * np.pi * eps * x)
    return drop, x, energy


def action_unit_mass(x, energy, levels):
    """WKB exponent for the free electron mass at each level (eV)."""
    excess = np.clip(energy[None, :] - levels[:, None], 0, None)
    return 2 * np.sqrt(2 * m0 * q) / hbar * trapezoid(np.sqrt(excess), x, axis=1)


def E00(N, m):
    return hbar / 2 * np.sqrt(N / (m * m0 * eps))   # eV


def current_gain(N, image):
    """Gain from lowering alone, and from lowering with tunnelling."""
    drop, x, energy = barrier_profile(N, image)
    top = energy.max()
    below = top * np.linspace(0, 1, 500)**2
    action = action_unit_mass(x, energy, top - below)
    extra = 0.0
    for mx, my, mz in valleys:
        part = trapezoid(np.exp(below / kT - action * np.sqrt(mx)), below) / kT
        extra += part * np.sqrt(my * mz) / mass_sum
    lowering = np.exp((drop - top) / kT)
    return lowering, lowering * (1 + extra)


drop, x, energy = barrier_profile(N_D, False)
for e in (0.5, 0.9):
    root = np.sqrt(1 - e)
    closed = drop / E00(N_D, m_tran) * (
        root - e * np.log((1 + root) / np.sqrt(e)))
    grid = action_unit_mass(x, energy, np.array([e * drop]))[0] * np.sqrt(m_tran)
    assert abs(grid / closed - 1) < 3e-3   # trapezoid error at turning point
lowering_eV = phi_B - phi_moving(0)
drop, x, energy = barrier_profile(N_D, True)
# the formula takes a uniform field near the metal, hence one percent
assert abs((drop - energy.max()) / lowering_eV - 1) < 0.01

dopings = [1e21, 1e22, 1e23, 1e24]
gains = [current_gain(N, True) for N in dopings]
sharp_gain = current_gain(N_D, False)[1]
assert all(gains[i + 1][1] > gains[i][1] for i in range(3))

# ---------- drift-diffusion resistance of the depletion layer ----------
width = np.sqrt(2 * eps * psi / (q * N_D))
xs = np.linspace(0, width, 20001)
density = N_D * np.exp(-psi * (1 - xs / width)**2 / kT)
rho_layer = trapezoid(1 / (q * mobility * density), xs)
rho_c = rho_formula(phi_B, T)
v_emission = J0 / (q * N_C * np.exp(-phi_B / kT))
# velocity ratio uses the field at the metal only, good to order kT/psi
assert abs(rho_layer / rho_c / (v_emission / (mobility * field(0))) - 1) < 0.08

# ---------- output ----------
print(f"Temperature: {T:.0f} K;  kT: {kT*1e3:.3f} meV")
print(f"Barrier phi_B: {phi_B:.2f} eV;  phi_B/kT: {phi_B/kT:.3f}")
print(f"Doping: {N_D*1e-6:.1e} cm^-3;  relative permittivity: {eps_r}")
print(f"Masses, long and transverse: {m_long}, {m_tran} m0")
print(f"Mobility: {mobility*1e4:.0f} cm^2/Vs")
print(f"A for one free-mass valley: {A_free*1e-4:.2f} A/cm^2K^2")
print(f"Sum over valleys of sqrt(my mz): {mass_sum:.4f} m0")
print(f"A* for (100) silicon: {A_star*1e-4:.1f} A/cm^2K^2")
print(f"Effective density of states N_C: {N_C*1e-6:.3e} cm^-3")
print(f"Bulk band edge above Fermi level: {phi_n:.4f} eV")
print(f"Built-in potential: {psi:.4f} V;  divided by kT/q: {u_hill:.3f}")
print(f"One-way current at zero bias: {J0*1e-4:.4e} A/cm^2")
print(f"Same by k-space quadrature: {J0_direct*1e-4:.4e} A/cm^2")
print(f"Net current at {V_test} V, fixed barrier: {J_formula*1e-4:.4e} A/cm^2")
print(f"Specific contact resistance: {rho_c*1e4:.1f} ohm cm^2")
print(f"Prefactor k/(q A* T): {kT/(A_star*T**2)*1e4:.3e} ohm cm^2")
side = 100e-6
print(f"Resistance, {side*1e6:.0f} um square contact: {rho_c/side**2*1e-6:.2f} Mohm")
for temp in (250, 350, 400):
    print(f"Contact resistance at {temp} K: "
          f"{rho_formula(phi_B, temp)*1e4:.3g} ohm cm^2")
print(f"Activation energy from direct flux: {activation:.4f} eV")
print(f"phi_B + kT: {phi_B+kT:.4f} eV")
print(f"Flux error factor if total energy is used: {total_energy_error:.2f}")
print("Metal-side flux / formula, metal mass 1 and 2 m0: "
      f"{metal_ratios[0]:.6f}, {metal_ratios[1]:.6f}")
print(f"Depletion width: {width*1e9:.0f} nm")
print(f"Field at the metal: {field(0)*1e-8:.4f} MV/cm")
print(f"Image-force lowering: {lowering_eV*1e3:.2f} meV")
print(f"Resistance from slope, moving barrier: {rho_slope*1e4:.2f} ohm cm^2")
print("Formula with lowered zero-bias barrier: "
      f"{rho_formula(phi_moving(0), T)*1e4:.2f} ohm cm^2")
print(f"Reverse current at -0.5 V / zero-bias one-way: {reverse_ratio:.3f}")
print(f"Tunnelling gain, no image force: {sharp_gain:.3f}")
print("Doping (cm^-3), E00/kT, gain by image force, gain with tunnelling:")
for N, (g_image, g_all) in zip(dopings, gains):
    print(f"  {N*1e-6:.0e}  {E00(N, m_tran)/kT:.4f}  {g_image:.3f}  {g_all:.3f}")
print(f"E00/kT at 1e20 cm^-3: {E00(1e26, m_tran)/kT:.2f}")
print("Resistance with image force and tunnelling: "
      f"{rho_c/gains[0][1]*1e4:.1f} ohm cm^2")
print(f"Depletion-layer resistance: {rho_layer*1e4:.1f} ohm cm^2")
print(f"Depletion-layer / contact resistance: {rho_layer/rho_c:.3f}")
print(f"Mean emission velocity: {v_emission*100:.3e} cm/s")
print(f"Resistance factor for +10 meV of barrier: {np.exp(0.01/kT):.3f}")
print(f"Fermi correction to conductance, this barrier: {np.exp(-b)/2:.1e}")
print(f"Barrier where Fermi correction is 1%: {b_one_percent*kT:.3f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Temperature: 300 K;  kT: 25.852 meV
Barrier phi_B: 0.67 eV;  phi_B/kT: 25.917
Doping: 1.0e+15 cm^-3;  relative permittivity: 11.7
Masses, long and transverse: 0.92, 0.19 m0
Mobility: 1400 cm^2/Vs
A for one free-mass valley: 120.17 A/cm^2K^2
Sum over valleys of sqrt(my mz): 2.0524 m0
A* for (100) silicon: 246.6 A/cm^2K^2
Effective density of states N_C: 2.744e+19 cm^-3
Bulk band edge above Fermi level: 0.2642 eV
Built-in potential: 0.4058 V;  divided by kT/q: 15.697
One-way current at zero bias: 1.2325e-04 A/cm^2
Same by k-space quadrature: 1.2325e-04 A/cm^2
Net current at 0.1 V, fixed barrier: 5.7750e-03 A/cm^2
Specific contact resistance: 209.7 ohm cm^2
Prefactor k/(q A* T): 1.165e-09 ohm cm^2
Resistance, 100 um square contact: 2.10 Mohm
Contact resistance at 250 K: 4.49e+04 ohm cm^2
Contact resistance at 350 K: 4.43 ohm cm^2
Contact resistance at 400 K: 0.241 ohm cm^2
Activation energy from direct flux: 0.6959 eV
phi_B + kT: 0.6959 eV
Flux error factor if total energy is used: 16.70
Metal-side flux / formula, metal mass 1 and 2 m0: 1.000000, 1.000000
Depletion width: 724 nm
Field at the metal: 0.0112 MV/cm
Image-force lowering: 11.74 meV
Resistance from slope, moving barrier: 133.18 ohm cm^2
Formula with lowered zero-bias barrier: 133.18 ohm cm^2
Reverse current at -0.5 V / zero-bias one-way: 1.106
Tunnelling gain, no image force: 1.192
Doping (cm^-3), E00/kT, gain by image force, gain with tunnelling:
  1e+15  0.0152  1.574  1.689
  1e+16  0.0482  2.301  2.759
  1e+17  0.1523  4.593  7.573
  1e+18  0.4817  16.056  90.741
E00/kT at 1e20 cm^-3: 4.82
Resistance with image force and tunnelling: 124.2 ohm cm^2
Depletion-layer resistance: 69.9 ohm cm^2
Depletion-layer / contact resistance: 0.333
Mean emission velocity: 5.049e+06 cm/s
Resistance factor for +10 meV of barrier: 1.472
Fermi correction to conductance, this barrier: 2.8e-12
Barrier where Fermi correction is 1%: 0.101 eV
ALL CHECKS PASSED
```
